**Kinchin-Pease displacement count: simulation and worked example**

The program tests the mean number ν(E) of vacancy-interstitial pairs left by a recoil of energy E in a solid of identical hard-sphere atoms with a sharp displacement threshold E_d: ν = 0 below E_d, 1 from E_d to 2E_d, and E/(2E_d) above. It computes collisions from velocity vectors and asserts that the transferred energy is uniformly distributed. A Monte Carlo cascade, which applies only the collision rules, is asserted to reproduce both the pair count and the mean number of atoms leaving their sites, E/E_d. Quadrature confirms the integral equation above 2E_d and shows that it fails on the plateau, where its right side is 0.667 at 1.5 E_d instead of 1. For the hardest silicon recoil made by a 40 keV proton, 5348 eV, the formula gives 133.7 pairs with E_d = 20 eV and the simulation gives 133.8. Electronic loss leaves a share of 0.721 of the energy to the atoms by Robinson's fit and 0.716 by a direct approximate solution of Lindhard's equation; the two are asserted to agree within 0.08. Soft-scattering cascades are asserted to follow their asymptotic law within 4 %, and together with the electronic loss they lower the estimate to about 80 pairs. Later recombination and collective disorder are not modelled.

## Check in Python

```python
# Result under test: the Kinchin-Pease count of vacancy-interstitial pairs
#   nu(E) = 0 for E < Ed,  1 for Ed <= E < 2 Ed,  E/(2 Ed) for E >= 2 Ed
# E  : energy of the first recoil, Ed : sharp displacement threshold,
# T  : energy passed to the struck atom in one elastic hard-sphere collision.
# Cascade simulations use energies in units of Ed.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import digamma

rng = np.random.default_rng(12345)


def pair_count(energy, threshold=1.0):
    """Derived formula for the mean number of pairs."""
    if energy < threshold:
        return 0.0
    return max(1.0, energy / (2.0 * threshold))


def hard_sphere_collision(m1, m2, x, y):
    """Energy fractions (struck atom, projectile) from velocity vectors.
    x, y: impact point in units of the contact distance."""
    nz = np.sqrt(1.0 - x**2 - y**2)
    normal = np.array([x, y, nz])
    v_struck = 2.0 * m1 / (m1 + m2) * nz * normal
    v_in = np.array([0.0 * x, 0.0 * x, 1.0 + 0.0 * x])
    v_out = v_in - m2 / m1 * v_struck          # momentum conservation
    return m2 / m1 * np.sum(v_struck**2, axis=0), np.sum(v_out**2, axis=0)


def cascade(energy, transfer, histories):
    """Follow every moving atom; return pairs and site departures per history."""
    vacancies = np.ones(histories, dtype=int)
    interstitials = np.zeros(histories, dtype=int)
    departures = np.ones(histories, dtype=int)
    e = np.full(histories, float(energy))
    owner = np.arange(histories)
    while e.size:
        t = transfer(e)
        rest = e - t
        leaves = t >= 1.0
        goes_on = rest >= 1.0
        left = np.bincount(owner[leaves], minlength=histories)
        refilled = np.bincount(owner[leaves & ~goes_on], minlength=histories)
        stuck = np.bincount(owner[~leaves & ~goes_on], minlength=histories)
        departures += left
        vacancies += left - refilled
        interstitials += stuck
        e = np.concatenate([t[leaves], rest[goes_on]])
        owner = np.concatenate([owner[leaves], owner[goes_on]])
    assert np.array_equal(vacancies, interstitials)
    return vacancies, departures


# ---- uniform energy transfer, from impact points spread evenly over a disc
points = rng.uniform(-1.0, 1.0, size=(2, 600000))
points = points[:, np.sum(points**2, axis=0) < 1.0]
fractions, remaining = hard_sphere_collision(1.0, 1.0, points[0], points[1])
assert np.allclose(fractions + remaining, 1.0)
n_pool = fractions.size
ks_distance = np.max(np.abs(np.sort(fractions)
                            - (np.arange(n_pool) + 0.5) / n_pool))
assert ks_distance < 2.5 / np.sqrt(n_pool)


def hard_transfer(e):
    return e * fractions[rng.integers(n_pool, size=e.size)]


# ---- worked example: inputs (rough typical values) and hardest recoil
proton_energy = 40e3          # eV
threshold = 20.0              # eV
z_si, a_si = 14, 28.085       # silicon atomic number and mass (u)
a_proton = const.m_p / const.atomic_mass
mass_factor = 4 * a_proton * a_si / (a_proton + a_si)**2
head_on, head_on_rest = hard_sphere_collision(a_proton, a_si, 0.0, 0.0)
assert abs(head_on + head_on_rest - 1.0) < 1e-12
assert abs(head_on - mass_factor) < 1e-12
unlike, unlike_rest = hard_sphere_collision(a_proton, a_si,
                                            points[0], points[1])
assert np.allclose(unlike + unlike_rest, 1.0)
assert abs(np.mean(unlike) / (mass_factor / 2) - 1.0) < 0.01
recoil = mass_factor * proton_energy
nu_example = pair_count(recoil, threshold)

# ---- cascade simulation against the formula
table = []
for ratio, histories in [(1.5, 20000), (2.5, 20000), (4.0, 20000),
                         (10.0, 20000), (recoil / threshold, 4000)]:
    pairs, departures = cascade(ratio, hard_transfer, histories)
    # five standard errors, plus 0.2 % for the finite pool of collisions
    tol_pairs = 5 * pairs.std() / np.sqrt(histories) + 0.002 * ratio
    tol_dep = 5 * departures.std() / np.sqrt(histories) + 0.002 * ratio
    assert abs(pairs.mean() - pair_count(ratio)) < tol_pairs
    assert abs(departures.mean() - ratio) < tol_dep
    if ratio < 2.0:
        assert np.all(pairs == 1)
    table.append((ratio, pairs.mean(), pair_count(ratio), departures.mean()))
spread = pairs.std()
simulated_pairs, simulated_departures = pairs.mean(), departures.mean()

# ---- integral equation: holds above 2 Ed, fails on the plateau
for ratio in (2.2, 5.0, 30.0):
    integral = quad(pair_count, 0.0, ratio, points=[1.0, 2.0])[0]
    assert abs(2 * integral / ratio - pair_count(ratio)) < 1e-6
plateau_side = 2 * quad(pair_count, 0.0, 1.5, points=[1.0])[0] / 1.5
assert abs(plateau_side - 1.0) > 0.1

# ---- soft scattering: cross-section proportional to T^(-1-m)
soft_ratio = {}
for m in (1.0 / 3.0, 0.05):
    t_min = 1e-3              # cut-off of harmless small transfers, units of Ed

    def soft_transfer(e, m=m):
        top = t_min**(-m)
        u = rng.random(e.size)
        return np.minimum(e, (top - u * (top - e**(-m)))**(-1.0 / m))

    soft_pairs, _ = cascade(100.0, soft_transfer, 1500)
    soft_ratio[m] = soft_pairs.mean() / pair_count(100.0)
    asymptotic = 2 * (2**m - 1) / (digamma(1.0) - digamma(1.0 - m))
    # 4 %: finite recoil energy, cut-off and sampling noise
    assert abs(soft_ratio[m] / asymptotic - 1.0) < 0.04

# ---- electronic loss: Lindhard partition for a silicon recoil in silicon
hartree = const.physical_constants["Hartree energy in eV"][0]
reduced = (0.8853 / (np.sqrt(2.0) * z_si**(1 / 3))
           * 0.5 * recoil / (z_si**2 * hartree))
k_el = 0.1337 * z_si**(2 / 3) / np.sqrt(a_si)
g_fit = 3.4008 * reduced**(1 / 6) + 0.40244 * reduced**0.75 + reduced
kept_fit = 1.0 / (1.0 + k_el * g_fit)

# Direct solution of Lindhard's equation for the energy lost to electrons,
# expanded in powers of the reduced energy; s = T/E = v^6 in the quadrature.
nodes, weights = np.polynomial.legendre.leggauss(200)
v = 0.5 * (nodes + 1.0)
w = 0.5 * weights * 6.0 * v**(-4.0)
s = v**6
powers = 1.0 + np.arange(1, 7) / 6.0
grid = np.geomspace(1e-4, 0.3, 40)
matrix = np.zeros((grid.size, powers.size))
for i, eps in enumerate(grid):
    x = eps * np.sqrt(s)
    scatter = (1.309 * x**(1 / 3)
               * (1 + (2 * 1.309 * x**(4 / 3))**(2 / 3))**(-1.5))
    for j, p in enumerate(powers):
        bracket = np.expm1(p * np.log1p(-s)) + s**p
        gain = 0.5 * eps**(p - 0.5) * np.sum(w * scatter * bracket)
        matrix[i, j] = (k_el * p * eps**p - gain) / eps
target = np.full(grid.size, k_el)
coef = np.linalg.lstsq(matrix, target, rcond=None)[0]
assert np.max(np.abs(matrix @ coef - target)) < 0.02 * k_el
kept_solved = 1.0 - np.sum(coef * reduced**(powers - 1.0))
# 0.08: the fit and the scattering function are both approximate
assert abs(kept_solved - kept_fit) < 0.08

corrected = nu_example * kept_fit * soft_ratio[0.05]
thermal = const.k * 300.0 / const.e

print("WORKED EXAMPLE: proton into silicon, rough typical inputs")
print(f"proton energy                         {proton_energy/1e3:.1f} keV")
print(f"displacement threshold Ed             {threshold:.1f} eV")
print(f"proton mass                           {a_proton:.4f} u")
print(f"silicon mass                          {a_si:.3f} u")
print(f"mass factor Lambda                    {mass_factor:.4f}")
print(f"least proton energy that displaces    {threshold/mass_factor:.0f} eV")
print(f"hardest silicon recoil E              {recoil:.0f} eV")
print(f"E/Ed (departures, formula)            {recoil/threshold:.1f}")
print(f"pairs, formula E/(2Ed)                {nu_example:.1f}")
print(f"pairs, simulated mean                 {simulated_pairs:.1f}")
print(f"departures, simulated mean            {simulated_departures:.1f}")
print(f"replacements, simulated mean          "
      f"{simulated_departures-simulated_pairs:.1f}")
print(f"standard deviation of pairs           {spread:.1f}")
print("SIMULATION: E/Ed, pairs simulated, pairs formula, departures")
for row in table:
    print("  {:7.2f}  {:8.3f}  {:8.3f}  {:8.3f}".format(*row))
print(f"right side of integral eq. at 1.5 Ed  {plateau_side:.3f}")
print("NEGLECTED EFFECTS for the same recoil")
print(f"Lindhard reduced energy               {reduced:.3f}")
print(f"electronic stopping constant k        {k_el:.3f}")
print(f"energy share kept by atoms, fit       {kept_fit:.3f}")
print(f"energy share kept by atoms, solved    {kept_solved:.3f}")
print(f"soft/hard pair ratio, m = 1/3         {soft_ratio[1.0/3.0]:.3f}")
print(f"soft/hard pair ratio, m = 0.05        {soft_ratio[0.05]:.3f}")
print(f"pairs with loss (fit) and m = 0.05    {corrected:.0f}")
print(f"pairs, formula, if Ed = 15 eV         {pair_count(recoil, 15.0):.0f}")
print(f"pairs, formula, if Ed = 25 eV         {pair_count(recoil, 25.0):.0f}")
print(f"thermal energy kT at 300 K            {thermal:.4f} eV")
print(f"kT/Ed                                 {thermal/threshold:.5f}")
print("tests ok")
```

Printed output:

```
WORKED EXAMPLE: proton into silicon, rough typical inputs
proton energy                         40.0 keV
displacement threshold Ed             20.0 eV
proton mass                           1.0073 u
silicon mass                          28.085 u
mass factor Lambda                    0.1337
least proton energy that displaces    150 eV
hardest silicon recoil E              5348 eV
E/Ed (departures, formula)            267.4
pairs, formula E/(2Ed)                133.7
pairs, simulated mean                 133.8
departures, simulated mean            267.2
replacements, simulated mean          133.3
standard deviation of pairs           4.6
SIMULATION: E/Ed, pairs simulated, pairs formula, departures
     1.50     1.000     1.000     1.493
     2.50     1.249     1.250     2.498
     4.00     2.001     2.000     4.009
    10.00     5.005     5.000     9.988
   267.40   133.840   133.699   267.178
right side of integral eq. at 1.5 Ed  0.667
NEGLECTED EFFECTS for the same recoil
Lindhard reduced energy               0.130
electronic stopping constant k        0.147
energy share kept by atoms, fit       0.721
energy share kept by atoms, solved    0.716
soft/hard pair ratio, m = 1/3         0.707
soft/hard pair ratio, m = 0.05        0.826
pairs with loss (fit) and m = 0.05    80
pairs, formula, if Ed = 15 eV         178
pairs, formula, if Ed = 25 eV         107
thermal energy kT at 300 K            0.0259 eV
kT/Ed                                 0.00129
tests ok
```
